\section*{Hückel Levels and Frontier Orbitals of C60 in Icosahedral Symmetry}

\section*{Problem}

The 60 carbon atoms of C$_{60}$ sit at the corners of a truncated icosahedron with the full symmetry $I_h$. Each atom carries one p orbital that points radially, with its positive lobe outward, and contributes one electron to these orbitals. Treat the orbitals as orthonormal, with site energy $\alpha$ and nearest-neighbour couplings $-b_5$ on the 60 pentagon edges and $-b_6$ on the 30 bonds shared by two hexagons (6-6 bonds), where $b_5,b_6>0$. The Hamiltonian is $H=\alpha-K$, where $K$ contains the positive couplings. An eigenvalue $k$ of $K$ gives the orbital energy $E=\alpha-k$, so large $k$ means strong bonding.

\begin{enumerate}
\item[(a)] Reduce the representation spanned by the 60 orbitals.
\item[(b)] Find the secular equation of each symmetry block.
\item[(c)] For $b_5=b_6$, find the symmetries of the HOMO and the LUMO.
\item[(d)] Does the answer to (c) depend on the ratio $b_6/b_5$?
\item[(e)] Evaluate the frontier energies for $\alpha=0$ with $b_5=b_6=2.5$ eV, and with $b_5=2.4$ eV, $b_6=2.7$ eV. These are round model parameters.
\end{enumerate}

The label $t_{1u}$ denotes the irreducible representation (irrep) of the vector $(x,y,z)$. Write $\varphi=(1+\sqrt5)/2$ and $g=1/\varphi=\varphi-1$. Then $\varphi+g=\sqrt5$, $g^2=1-g$, $2\cos72^\circ=g$ and $2\cos144^\circ=-\varphi$.

\section*{Solution}

\subsection*{(a) Reduction}

A symmetry operation carries an outward orbital into the outward orbital of the image atom, with sign $+$. The character is therefore the number of atoms left in place. The 120 operations permute 60 equivalent atoms, so each atom is fixed by $120/60=2$ of them: the identity and the mirror plane through it. The 15 mirrors share these 60 fixings, four each. All other characters vanish, and
\begin{equation}
n_\Gamma=\frac{60\,d_\Gamma+15\cdot4\,\chi_\Gamma(\sigma)}{120}
=\frac{d_\Gamma+\chi_\Gamma(\sigma)}2 .
\end{equation}
A mirror is inversion times a twofold rotation, so $\chi(\sigma)=\pm\chi(C_2)$ for g and u. The values of $\chi(C_2)$ for $A,T_1,T_2,G,H$ are $1,-1,-1,0,1$; they also follow from the matrices in (b). Hence

\begin{center}
\begin{tabular}{lccccc}
 & $A$ & $T_1$ & $T_2$ & $G$ & $H$\\
$d$ & 1 & 3 & 3 & 4 & 5\\
$n$ for g & 1 & 1 & 1 & 2 & 3\\
$n$ for u & 0 & 2 & 2 & 2 & 2
\end{tabular}
\end{center}
\begin{equation}
\Gamma=a_g+t_{1g}+t_{2g}+2g_g+3h_g+2t_{1u}+2t_{2u}+2g_u+2h_u .
\end{equation}
The dimensions add up to $1+3+3+8+15+6+6+8+10=60$.

\subsection*{(b) Blocks}

\paragraph{Atoms as rotations.} Let $z$ pass through a pentagon centre, which is the direction of a corner $V_0=(0,0,1)$ of the parent icosahedron. Let $V_1=(2,0,1)/\sqrt5$ be an adjacent corner. The reference atom $a_0$ lies on the edge $V_0V_1$, nearer to $V_0$. No rotation except the identity fixes an atom, so each atom is $Ra_0$ for one of the 60 rotations $R$.

Let $r$ be the rotation by $72^\circ$ about $z$, and $s$ the twofold rotation about $V_0+V_1$, which exchanges the two atoms on that edge. The neighbours of $a_0$ are $r^{\pm1}a_0$ and $sa_0$; those of $Ra_0$ are $Rr^{\pm1}a_0$ and $Rsa_0$. For a real orthogonal irrep $D$ and a vector $v$ in its space, take the amplitudes $c_m(R)=[D(R)v]_m$. Then
\begin{equation}
(Kc_m)(R)=[D(R)Mv]_m,\qquad M=b_5\,[D(r)+D(r^{-1})]+b_6D(s).
\end{equation}
If $Mv=kv$, the $d$ functions $c_m$ are degenerate eigenvectors of $K$. They are independent by the orthogonality of irreps. Their total number, $1+9+9+16+25=60$, is complete.

\paragraph{Parity.} Let $q$ be the twofold rotation about $y$. Since $a_0$ lies in the $xz$ mirror plane, $-a_0=qa_0$, and inversion takes $Ra_0$ to $Rqa_0$. Thus $D(q)v=v$ gives g orbitals and $D(q)v=-v$ gives u orbitals. Because $qrq=r^{-1}$ and $qsq=s$, $M$ commutes with $D(q)$ and splits into these two parts. For the trivial irrep $v=1$, which gives $a_g$ with $k=2b_5+b_6$.

\paragraph{$T_1$: vectors.} Here $D(r)+D(r^{-1})=\mathrm{diag}(g,g,2)$. The axis of $s$ lies halfway between $V_0$ and $V_1$, so
\begin{equation}
s\,e_x=\frac{-e_x+2e_z}{\sqrt5},\qquad s\,e_y=-e_y,\qquad
s\,e_z=\frac{2e_x+e_z}{\sqrt5}.
\label{eq:s}
\end{equation}
The vector $e_y$ is even under $q$ and gives $t_{1g}$ with $k=gb_5-b_6$. The odd pair $e_x,e_z$ gives
\begin{equation}
M_{t_{1u}}=\begin{pmatrix} gb_5-b_6/\sqrt5 & 2b_6/\sqrt5\\ 2b_6/\sqrt5 & 2b_5+b_6/\sqrt5\end{pmatrix}.
\end{equation}
Its trace is $(2+g)b_5=\varphi^2b_5$. Its determinant is $2gb_5^2+(g-2)b_5b_6/\sqrt5-b_6^2$, and $2-g=\sqrt5\,g$, so
\begin{equation}
k^2-\varphi^2b_5k+2gb_5^2-gb_5b_6-b_6^2=0\qquad(t_{1u}).
\end{equation}

\paragraph{$T_2$.} Every entry of the $T_1$ matrices, being built from those of $D(r)$ and $D(s)$, can be written in one way as $a+b\sin72^\circ$, where $a$ and $b$ are rational combinations of 1 and $\sqrt5$. Change the sign of $\sqrt5$ in $a$ and $b$, and replace $\sin72^\circ$ by $\sin144^\circ$. This substitution preserves sums and products, because $\sin^272^\circ=(5+\sqrt5)/8$ goes over into $(5-\sqrt5)/8=\sin^2144^\circ$. It therefore gives another representation, $T_2$, in which the trace of $D(r)$ is $1-\varphi$ instead of $1+g$. It turns $\cos72^\circ$ into $\cos144^\circ$, $g$ into $-\varphi$ and $\varphi$ into $-g$, and leaves $D(q)$ unchanged. Hence $t_{2g}$ has $k=-\varphi b_5-b_6$, and
\begin{equation}
k^2-g^2b_5k-2\varphi b_5^2+\varphi b_5b_6-b_6^2=0\qquad(t_{2u}).
\end{equation}

\paragraph{$G$: five objects.} The 15 twofold axes form five perpendicular triads, which the rotations permute evenly. Let $r$ act as $j\to j+1$ modulo 5. The axes of $q$ and $s$ are perpendicular and belong to one triad, numbered 0. Since $q$ reverses $r$ and fixes 0, it acts as $j\to-j$. The rotation $s$ is then $(12)(34)$ or $(13)(24)$. By (\ref{eq:s}) the trace of $rs$ is $1/\sqrt5-(1+1/\sqrt5)\cos72^\circ=0$, so $rs$ is a threefold rotation. The first choice makes $rs$ the three-cycle $0\to1\to3\to0$, the second a five-cycle; hence $s=(12)(34)$.

$G$ is the permutation space without the constant vector. With $c_n=\cos(72^\circ n)$ and $s_n=\sin(72^\circ n)$, its normalized vectors are
\begin{align}
C_1&=\sqrt{\tfrac25}\,(1,c_1,c_2,c_2,c_1), & C_2&=\sqrt{\tfrac25}\,(1,c_2,c_1,c_1,c_2),\\
S_1&=\sqrt{\tfrac25}\,(0,s_1,s_2,-s_2,-s_1), & S_2&=\sqrt{\tfrac25}\,(0,s_2,-s_1,s_1,-s_2).
\end{align}
The $C_n$ are even and the $S_n$ odd under $q$. On both pairs $D(r)+D(r^{-1})=\mathrm{diag}(g,-\varphi)$. The permutation $s$ exchanges $C_1$ and $C_2$, so $(k-gb_5)(k+\varphi b_5)-b_6^2=0$, or
\begin{equation}
k^2+b_5k-b_5^2-b_6^2=0\qquad(g_g).
\end{equation}
For the sines, $s_1s_2=\sqrt5/4$ and $s_2^2-s_1^2=c_1^2-c_2^2=-\sqrt5/4$. The diagonal elements of $D(s)$ are $\pm\frac25\cdot4s_1s_2=\pm2/\sqrt5$, and the off-diagonal one is $\frac25\cdot2(s_2^2-s_1^2)=-1/\sqrt5$. The trace of $M$ is $-b_5$. Its determinant is
\begin{equation}
-\Big(gb_5+\tfrac{2b_6}{\sqrt5}\Big)\Big(\varphi b_5+\tfrac{2b_6}{\sqrt5}\Big)-\tfrac{b_6^2}5=-(b_5+b_6)^2,
\end{equation}
and therefore
\begin{equation}
k^2+b_5k-(b_5+b_6)^2=0\qquad(g_u).
\end{equation}

\paragraph{$H$: quadratic forms.} The forms $yz$ and $xy$ are odd under $q$. Under $r$ they have angular numbers 1 and 2, which give $g$ and $-\varphi$. From (\ref{eq:s}), $s$ takes $yz$ to $-(yz+2xy)/\sqrt5$ and $xy$ to $(xy-2yz)/\sqrt5$. Thus
\begin{equation}
M_{h_u}=\begin{pmatrix} gb_5-b_6/\sqrt5&-2b_6/\sqrt5\\-2b_6/\sqrt5&-\varphi b_5+b_6/\sqrt5\end{pmatrix},
\end{equation}
with trace $-b_5$ and determinant $-b_5^2+(g+\varphi)b_5b_6/\sqrt5-b_6^2$, so
\begin{equation}
k^2+b_5k-b_5^2+b_5b_6-b_6^2=0\qquad(h_u).
\end{equation}

The even forms, with equal norms, are $(2z^2-x^2-y^2)/(2\sqrt3)$, $xz$ and $(x^2-y^2)/2$. Under $s$,
\begin{equation}
x^2\to\tfrac{x^2-4xz+4z^2}5,\quad z^2\to\tfrac{4x^2+4xz+z^2}5,\quad xz\to\tfrac{2z^2-2x^2+3xz}5,
\end{equation}
and $y^2$ is unchanged. Collecting coefficients gives
\begin{equation}
M_{h_g}=\begin{pmatrix}A&pb_6&pb_6\\pb_6&B&-\frac25b_6\\pb_6&-\frac25b_6&C\end{pmatrix},\quad p=\frac{2\sqrt3}5,
\end{equation}
with $A=2b_5-\frac15b_6$, $B=gb_5+\frac35b_6$ and $C=-\varphi b_5+\frac35b_6$. Here $B+C=-b_5+\frac65b_6$ and $BC=-b_5^2-\frac35b_5b_6+\frac9{25}b_6^2$. The trace is $b_5+b_6$. The sum of principal minors is
\begin{equation}
A(B+C)+BC-\tfrac{28}{25}b_6^2=-3b_5^2+2b_5b_6-b_6^2,
\end{equation}
and the determinant is
\begin{align}
&A\big(BC-\tfrac4{25}b_6^2\big)-\tfrac{12}{25}b_6^2(B+C)-\tfrac{48}{125}b_6^3\nonumber\\
&\qquad=-2b_5^3-b_5^2b_6+b_5b_6^2-b_6^3 .
\end{align}
The secular equation for $h_g$ is therefore
\begin{align}
&k^3-(b_5+b_6)k^2-(3b_5^2-2b_5b_6+b_6^2)k\nonumber\\
&\qquad+2b_5^3+b_5^2b_6-b_5b_6^2+b_6^3=0 .
\end{align}

\subsection*{(c) Equal couplings}

In units of $b_5=b_6=b$, the $h_g$ cubic is $(k-1)(k^2-k-3)$ and the other equations are at most quadratic. The 60 electrons fill 30 orbitals, starting from the largest $k$:

\begin{center}
\begin{tabular}{lrr}
level & $k/b$ & orbitals so far\\
$a_g$ & 3.000 & 1\\
$t_{1u}$ & 2.757 & 4\\
$h_g$ & 2.303 & 9\\
$t_{2u}$ & 1.820 & 12\\
$g_u$ & 1.562 & 16\\
$g_g$, $h_g$ & 1.000 & 25\\
$h_u$ & 0.618 & 30\\
$t_{1u}$ & $-0.139$ & 33
\end{tabular}
\end{center}

The HOMO is $h_u$, with $k=gb$. The LUMO is $t_{1u}$; its three orbitals transform like $x,y,z$. The closed shell has the term $^1A_g$. Both frontier levels are odd under inversion, as is the dipole operator, so the dipole matrix elements between them vanish.

The ninefold level at $k=b$ is accidental: a change of $b_6/b_5$ keeps the symmetry $I_h$ but separates $g_g$ from $h_g$, as the numbers in (e) show.

\subsection*{(d) Any positive ratio}

Set $b_5=1$ and $b_6=T>0$, and let $P_\Gamma(k)$ be the secular polynomials. Denote the upper $h_u$ root by $h$, the lower one by $h'=-1-h$, and the lower $t_{1u}$ root by $\ell$. From
\begin{equation}
h=\tfrac12\Big[-1+\sqrt{(2T-1)^2+4}\Big]
\end{equation}
follow $h>T-1$ and $h'<-T$. The other levels are placed as follows.

\begin{itemize}
\item $t_{1u}$: subtraction gives $P_{t_{1u}}-P_{h_u}=\sqrt5\,\varphi\,(g-T/\sqrt5-k)$. The line $g-T/\sqrt5$ is the tangent of $h(T)$ at $T=0$, and $h(T)$ is strictly convex, so $h>g-T/\sqrt5$. Hence $P_{t_{1u}}(h)<0$, and $h$ lies between the two $t_{1u}$ roots; in particular $\ell<h$. Since $h'<-T<g-T/\sqrt5$, $P_{t_{1u}}(h')>0$, which puts $h'$ below $\ell$.
\item $t_{2u}$: $P_{t_{2u}}-P_{h_u}=\sqrt5\,g\,(T/\sqrt5-\varphi-k)$ is negative at $h$, because $h>T-1>T/\sqrt5-\varphi$. The upper root thus exceeds $h$. Also $P_{t_{1u}}(2-T)=-2T<0$ gives $\ell<2-T$, so $P_{t_{2u}}(\ell)=\sqrt5(\ell-2+T)<0$ and the lower root is below $\ell$.
\item $g_g$ and $g_u$: the roots are $\frac12[-1\pm\sqrt{5+4T^2}]$ and $\frac12[-1\pm\sqrt{5+8T+4T^2}]$. Both square roots exceed the one in $h$, which equals $\sqrt{5-4T+4T^2}$. The upper roots are above $h$ and the lower ones below $h'<\ell$.
\item $a_g$, $t_{1g}$, $t_{2g}$: $2+T>h$, since $(5+2T)^2>5-4T+4T^2$. Next, $P_{t_{1u}}(g-T)=2g^2T>0$, and $g-T$ is less than the midpoint $\varphi^2/2$ of the $t_{1u}$ roots, so $g-T<\ell$. The $t_{2g}$ level $-\varphi-T$ is lower still.
\item $h_g$: division of the cubic gives
\begin{align}
P_{h_g}&=(k-2-T)P_{h_u}+2T(k+1-T)\nonumber\\
&=(k+\varphi-T)P_{t_{1u}}+2\varphi T .
\end{align}
So $P_{h_g}(h)=2T(h+1-T)>0$ and $P_{h_g}(\ell)=2\varphi T>0$. No $h_g$ root meets $h$ or $\ell$ at any $T>0$. The roots are real and continuous in $T$, so the order found at $T=1$ persists: two above $h$, one below $\ell$.
\end{itemize}

Above $h$ lie $a_g,t_{1u},t_{2u},g_g,g_u$ and two $h_g$ levels, with $1+3+3+4+4+10=25$ orbitals. The five $h_u$ orbitals complete the 30. In this model the HOMO is $h_u$ and the LUMO $t_{1u}$ for every $b_6/b_5>0$.

At $T=0$ the statement fails. The pentagons are isolated, $h=\ell=g$, and the frontier level is partly filled. For $T\gg1$, expanding the roots gives $h\approx T-1$ and $\ell\approx1-T$, so the gap approaches $2(b_6-b_5)$, that of weakly coupled double bonds. Couplings beyond nearest neighbours or electron repulsion are outside the proof.

\subsection*{(e) Frontier energies}

With $\varphi^4-8g=10-5\varphi$ in the $t_{1u}$ discriminant,
\begin{align}
E_{h_u}&=\alpha+\tfrac12\Big[b_5-\sqrt{5b_5^2-4b_5b_6+4b_6^2}\Big],\\
E_{t_{1u}}&=\alpha-\tfrac12\Big[\varphi^2b_5-\sqrt{(10-5\varphi)b_5^2+4gb_5b_6+4b_6^2}\Big].
\end{align}
For $b_5=b_6=2.5$ eV these give $-1.545$ eV and $0.346$ eV, a gap of 1.89 eV (0.0695 hartree).

For $b_5=2.4$ eV and $b_6=2.7$ eV,
\begin{align}
E_{h_u}&=\tfrac12\big[2.4-\sqrt{28.80-25.92+29.16}\,\big]=-1.630\ \text{eV},\\
E_{t_{1u}}&=-\tfrac12\big[6.283-\sqrt{11.00+16.02+29.16}\,\big]=0.606\ \text{eV}.
\end{align}
The gap is 2.24 eV (0.0822 hartree). The levels that coincided in (c) are now at $-2.607$ eV ($g_g$) and $-2.506$ eV ($h_g$).

The choice $b_6>b_5$ is motivated by the bond orders $p_{ab}=2\sum_{\rm occ}c_ac_b$. At equal couplings they are 0.476 on a pentagon edge and 0.601 on a 6-6 bond. To first order, raising one coupling by $\delta b$ lowers the total $\pi$ energy by $2p_{ab}\,\delta b$, so near equal couplings strengthening a 6-6 bond gains more. This order depends on the ratio: at $b_6/b_5=0.7$ the bond orders are 0.528 on a pentagon edge and 0.478 on a 6-6 bond.

These gaps are differences of orbital energies in the model, not predicted excitation energies: electron repulsion, overlap and the mixing of $\pi$ with $\sigma$ orbitals on the curved cage are left out. The numerical check checks the blocks and levels against the $60\times60$ matrix, and the frontier order at 41 ratios from 0.05 to 20.

\section*{Calculated quantities}
\begin{verbatim}
pentagon bond length 1.45 angstrom
6-6 bond length 1.40 angstrom
cage radius 3.5485 angstrom
characters: identity 60, mirror 4, all others 0
multiplicities: ag:1 au:0 t1g:1 t1u:2 t2g:1 t2u:2 gg:2 gu:2 hg:3 hu:2
equal couplings: irrep, degeneracy, k/b (dimensionless)
  ag  1   3.00000
  t1u 3   2.75660
  hg  5   2.30278
  t2u 3   1.82025
  gu  4   1.56155
  hg  5   1.00000
  gg  4   1.00000
  hu  5   0.61803
  t1u 3  -0.13856
  t1g 3  -0.38197
  hg  5  -1.30278
  t2u 3  -1.43828
  hu  5  -1.61803
  gg  4  -2.00000
  gu  4  -2.56155
  t2g 3  -2.61803
b5 = 2.50 eV, b6 = 2.50 eV, alpha = 0 eV
  HOMO hu: -1.5451 eV
  LUMO t1u: 0.3464 eV
  gap 1.8915 eV = 0.06951 hartree
b5 = 2.40 eV, b6 = 2.70 eV, alpha = 0 eV
  HOMO hu: -1.6302 eV
  LUMO t1u: 0.6060 eV
  gap 2.2362 eV = 0.08218 hartree
unequal couplings: irrep, degeneracy, E (eV)
  ag  1   -7.5000
  t1u 3   -6.8893
  hg  5   -5.7458
  t2u 3   -4.4150
  gu  4   -4.0393
  gg  4   -2.6066
  hg  5   -2.5061
  hu  5   -1.6302
  t1u 3    0.6060
  t1g 3    1.2167
  hg  5    3.1519
  t2u 3    3.4983
  hu  5    4.0302
  gg  4    5.0066
  gu  4    6.4393
  t2g 3    6.5833
pi bond order, pentagon bond, equal couplings: 0.4758
pi bond order, 6-6 bond, equal couplings: 0.6010
frontier order hu/t1u checked for b6/b5 from 0.05 to 20.0
\end{verbatim}
